# Why pinned contact lines stabilise a shallow ridge

**Question.** A long solid ridge lies on a flat substrate and is hot enough for atoms to move along its surface. If its edges are free to move, it can break into a row of islands. If both edges are held in place and its contact angle is below 90°, small undulations die out. The surface energy is the same in both cases. Why do the edges decide the outcome?

**Answer: the mechanism**

Atoms on a curved surface have a higher chemical potential where the surface is more strongly convex. Surface diffusion therefore carries material from places of high capillary pressure to places of low capillary pressure. Here $p=\gamma\kappa$, where $\gamma$ is the surface energy and $\kappa$ is the sum of the two principal curvatures, positive for a convex ridge.

Suppose a little material collects at one place along the ridge. With pinned edges the added material cannot widen the base, so the cap becomes steeper. As long as the cap is shallower than a half-circle, a steeper cap over the same base has a smaller radius, and its pressure rises. The bulge pushes material back out. With free edges the cap keeps its contact angle and grows in proportion. Its radius increases and its pressure falls, so the bulge draws in more material.

This picture treats each slice as part of a uniform ridge, which is valid for long bulges. A short bulge is also curved along the ridge, and that curvature raises the pressure at a crest whatever the edges do. Free edges therefore let bulges lower the pressure only above a critical wavelength. For pinned edges below 90° the axial curvature merely strengthens the restoring effect.

**The slice formula**

Take isotropic $\gamma$, a rigid flat substrate, straight parallel edges, and no gravity, stress or grain boundaries. The section is a circular cap of radius $R$, contact angle $\alpha$ and half-width $w=R\sin\alpha$. Its area is a circular sector minus a triangle:

$$A=R^2(\alpha-\sin\alpha\cos\alpha).$$

For pinned edges $w$ is fixed. Substituting $R=w/\sin\alpha$ gives

$$p=\frac{\gamma\sin\alpha}{w},\qquad A=w^2\left(\frac{\alpha}{\sin^2\alpha}-\cot\alpha\right).$$

Differentiating each with respect to $\alpha$,

$$\frac{dp}{d\alpha}=\frac{\gamma\cos\alpha}{w},$$

$$\frac{dA}{d\alpha}=w^2\left(\frac{2}{\sin^2\alpha}-\frac{2\alpha\cos\alpha}{\sin^3\alpha}\right)=\frac{2w^2(\sin\alpha-\alpha\cos\alpha)}{\sin^3\alpha}.$$

The combination $\sin\alpha-\alpha\cos\alpha$ vanishes at $\alpha=0$ and has derivative $\alpha\sin\alpha>0$, so added area always increases the angle for $0<\alpha<\pi$. Dividing the two derivatives and using $w=R\sin\alpha$,

$$\left.\frac{dp}{dA}\right|_{\rm pinned}=\frac{\gamma\cos\alpha}{2R^3(\sin\alpha-\alpha\cos\alpha)}=\frac{\gamma}{2R^3(\tan\alpha-\alpha)}.$$

Its sign is the sign of $\cos\alpha$: positive below 90°, zero at 90°, negative above.

For free edges $\alpha$ is fixed at the Young angle. Then $A\propto R^2$ and $p\propto1/R$, so $p\propto A^{-1/2}$ and

$$\left.\frac{dp}{dA}\right|_{\rm free}=-\frac{p}{2A}=-\frac{\gamma}{2RA}<0$$

at every contact angle.

**Bulges of finite length**

Measure $\theta$ from the top of the ridge about the axis of the circular surface, and displace the surface to $r=R+\xi(\theta)\cos kz$. To first order the curvature within the section is $1/r-r_{\theta\theta}/r^2$, and the axial curvature is $-r_{zz}$. With $q=kR$, the amplitude of the pressure change is

$$\delta p=-\frac{\gamma}{R^2}\left[\xi''+(1-q^2)\xi\right].$$

Pinned edges require $\xi(\pm\alpha)=0$. The condition for free edges follows from the geometry. The edge moves to $\theta=\alpha+\delta$, where $(R+\xi)\cos(\alpha+\delta)=R\cos\alpha$ because it stays on the substrate. To first order $\delta=\xi\cot\alpha/R$. The surface normal there is inclined at $\alpha+\delta-\xi'/R$ to the vertical, and this is the contact angle. Keeping it equal to $\alpha$ gives $\xi'=\cot\alpha\,\xi$ at $\theta=\alpha$, and the opposite sign at $-\alpha$.

Now ask what pressure accompanies an added area $\delta A$ when the pressure is uniform across each section. Put $m^2=1-q^2$ and $P=R^2\delta p/\gamma$, so that $\xi''+m^2\xi=-P$. The symmetric solution that vanishes at pinned edges is

$$\xi=\frac{P}{m^2}\left(\frac{\cos m\theta}{\cos m\alpha}-1\right).$$

Integrating $R\,\xi$ over the section gives

$$\delta A=\frac{2RP}{m^2}\left(\frac{\tan m\alpha}{m}-\alpha\right),$$

and hence the response

$$S=\frac{\delta p}{\delta A}=\frac{\gamma m^3}{2R^3(\tan m\alpha-m\alpha)}.$$

At $k=0$, where $m=1$, this is the slice result. Let $\alpha<90°$. For $q<1$, $0<m\alpha<\pi/2$ and $\tan x>x$, so $S>0$. At $q=1$ the limit is $3\gamma/(2R^3\alpha^3)$. For $q>1$, writing $m=i\nu$ turns the expression into $\gamma\nu^3/[2R^3(\nu\alpha-\tanh\nu\alpha)]$, again positive. A bulge on a pinned shallow ridge therefore raises the pressure at every wavelength.

**Energy and the stability limits**

A pressure response assumes a particular shape of bulge. To cover all shapes, consider the energy. At constant volume, a change in energy equals the change in $F=E-pV$ with $p=\gamma/R$ held fixed. The uniform ridge makes $F$ stationary, so second-order adjustments of shape that conserve volume do not alter $F$ at second order.

Write $r=R+u$. To second order the area element is $r+rr_z^2/2+r_\theta^2/(2r)$ per $d\theta\,dz$, while the volume term subtracts $r^2/(2R)$. Since $r-r^2/(2R)=R/2-u^2/(2R)$, the terms linear in $u$ cancel, and the interior contributes

$$\frac{\gamma}{2R}\int_{-\alpha}^{\alpha}\left(u_\theta^2+R^2u_z^2-u^2\right)d\theta .$$

A free edge adds more. Replacing bare substrate by covered substrate costs $-\gamma\cos\alpha$ per unit area, by Young's equation. The volume term also contains the triangle below the substrate, which returns half of this. Together with the extra arc, one edge contributes

$$\frac{\gamma R}{2}\left\{\delta-\cos^2\alpha\,[\tan(\alpha+\delta)-\tan\alpha]\right\}\simeq-\frac{\gamma R}{2}\tan\alpha\,\delta^2=-\frac{\gamma\cot\alpha}{2R}u^2,$$

where the last step uses $\delta=u\cot\alpha/R$. Averaging $\cos^2kz$ to one half, the energy change per length is

$$\Delta F=\frac{\gamma}{4R}\left\{\int_{-\alpha}^{\alpha}\left[\xi'^2+(q^2-1)\xi^2\right]d\theta-\cot\alpha\,[\xi(\alpha)^2+\xi(-\alpha)^2]\right\}.$$

For pinned edges the last term vanishes, whether or not $\alpha$ is the Young angle. For $k\ne0$ crests and troughs balance, so volume conservation places no further restriction on $\xi$.

The pinned shape of lowest energy is $\cos(\pi\theta/2\alpha)$, with eigenvalue

$$\lambda_{\rm pinned}=\left(\frac{\pi}{2\alpha}\right)^2-1+q^2 .$$

For $\alpha<90°$ it is positive at every $k$, which proves linear stability. At 90° it vanishes as $k\to0$. The shape is then $\cos\theta$, an upward shift of the half-cylinder, which leaves its curvature unchanged and, to first order, does not displace its edges. Above 90°, waves with $q^2<1-(\pi/2\alpha)^2$ grow.

For free edges, a sideways shift $\xi=\sin\theta$ satisfies the edge conditions and has eigenvalue $q^2$. It has one node, so it is the second mode. The lowest mode, which has no node, must lie below it and is negative at $k=0$ for every $\alpha$. This is the unstable one. For $\alpha<90°$ it is $\cosh\mu\theta$, and the critical wavenumber follows from

$$\mu\tanh\mu\alpha=\cot\alpha,\qquad q_c^2=1+\mu^2 .$$

At 90°, $q_c=1$. Above 90° the shape is $\cos n\theta$, with $n\tan n\alpha=-\cot\alpha$ and $q_c^2=1-n^2$. For a very shallow ridge, $\alpha\cot\alpha\to1$ gives $\mu\alpha\tanh\mu\alpha=1$, hence $k_cw\simeq1.20$ and a critical wavelength of about $5.2w$.

The same modes settle the pressure response with free edges. Expanding in normalised modes gives $\delta A/\delta p\propto\sum_jc_j^2/\lambda_j$, where $c_j$ is the integral of mode $j$. For $q>q_c$ every $\lambda_j$ is positive, so a bulge raises the pressure. At $q=0$ the sum is negative, by the slice result. Each $\lambda_j$ increases with $q^2$ at unit rate, so the sum decreases and stays negative until the lowest eigenvalue reaches zero at $q_c$. Bulges lower the pressure precisely in the unstable range.

**From pressure to motion**

The chemical potential is $\Omega\gamma\kappa$, with $\Omega$ the atomic volume. For surface diffusivity $D_s$ and $\nu_s$ mobile sites per area, the atom flux is $-(D_s\nu_s/k_BT)\nabla(\Omega\gamma\kappa)$. Conservation of volume gives the normal velocity

$$v=B\nabla_s^2\kappa,\qquad B=\frac{D_s\nu_s\Omega^2\gamma}{k_BT}.$$

With no flux through the edges, integration by parts gives $dE/dt=\int\gamma\kappa v\,dS=-\gamma B\int|\nabla_s\kappa|^2dS\le0$. The moving edge adds nothing at the Young angle, and a pinned edge does not move. Diffusion thus runs downhill in energy: it sets the rate, while the sign of the energy change sets stability.

For long waves the pressure is nearly uniform across a section of arc length $2\alpha R$. Then $\partial_t\delta A=2\alpha RB\,\partial_z^2\delta\kappa$ with $\delta\kappa=S\,\delta A/\gamma$, so the growth rate is

$$\sigma\simeq-\frac{2\alpha RBk^2S}{\gamma}.$$

A positive response means decay and a negative one means growth. At $q=0.03$, for $\alpha=60°$ and 120° and both edge conditions, this agreed within 2% with the rate from the full linear diffusion problem.

**Numbers for a metal line**

Consider a patterned metal line on an oxidised wafer, annealed at 1000 K. For illustration take $w=100$ nm, $\alpha=60°$ (also the Young angle when the edges are free), $\gamma=1.5$ J/m², $\Omega=0.015$ nm³ and $D_s=10^{-7}$ cm²/s; no particular metal is implied. A Young angle of 60° requires an adhesion energy $\gamma(1+\cos\alpha)=2.25$ J/m², so the free case describes a strongly adhering metal. If the adhesion energy is below $\gamma$, the Young angle exceeds 90°, and an edge at 60° is pulled inward and needs something to hold it. Then $R=100/\sin60°=115.5$ nm, the height is $R(1-\cos60°)=57.7$ nm, and $p=\gamma/R=13.0$ MPa.

Compare a long crest with 10% more area and a long neck with 10% less:

- **Pinned:** the crest steepens to 64.3° and its radius shrinks to 111.0 nm, giving 13.52 MPa. The neck flattens to 55.4° and has 12.35 MPa. The difference of $+1.17$ MPa drives material from crest to neck.
- **Free:** the crest radius grows to 121.1 nm, giving 12.39 MPa, while the neck has 13.69 MPa. The difference of $-1.31$ MPa feeds the crest.

With free edges the critical value is $q_c=1.297$, so the critical wavelength is $2\pi R/q_c=559$ nm. The fastest growth occurs at 791 nm. There the linear pressure change for 10% added area is $-0.32$ MPa, about half the long-wave value of $-0.65$ MPa, because axial curvature opposes the fall. For pinned edges at the same wavelength it is $+0.97$ MPa, against about $+0.58$ MPa for long waves.

With $\nu_s=\Omega^{-2/3}=16.4$ nm⁻², $B=4.02\times10^6$ nm⁴/s and $R^4/B=44.2$ s. The free undulation grows by a factor $e$ in $44.2/0.715=62$ s. The slowest symmetric pinned undulation of the same wavelength decays by that factor in $44.2/2.10=21$ s. Geometry and material are held fixed in this comparison; only the edge condition differs.

At $\alpha=120°$ pinning no longer gives full protection: waves longer than $9.50R$ grow. It still helps, since with free edges growth begins at $7.00R$. The numerical output lists further angles.

**Where the explanation stops**

Stability against small undulations does not protect a pinned ridge from every large one. At fixed width, $p=\gamma\sin\alpha/w$ peaks at 90°. In the example the peak is 15.0 MPa, reached when a slice holds 1.92 times its original area. Beyond that, more material lowers its pressure. In the slice picture, a long bulge steeper than 120° has a lower pressure than the surrounding 60° ridge and draws material from it.

Pinning must also survive. In the example the edge has to hold between 55.4° and 64.3° for a long undulation that changes the area by 10% either way; for the slowest-decaying undulation at shorter wavelengths the range is wider (to first order ±4.7° at 791 nm, against ±4.45° for long waves). If both lines come loose and the Young angle is 60°, the 21 s decay becomes a 62 s growth.

Real metal lines are often polycrystalline, and their surface energy depends on orientation. For a smooth $\gamma(\theta)$ that is symmetric about the vertical, with $\theta$ now the angle of the surface normal from the vertical, equilibrium within a section requires $(\gamma+\gamma'')\kappa=p$. Since $dx=\cos\theta\,d\theta/\kappa$, integrating to the pinned edge gives

$$pw=\int_0^\alpha(\gamma+\gamma'')\cos\theta\,d\theta,\qquad \frac{dp}{d\alpha}=\frac{(\gamma+\gamma'')\cos\alpha}{w}.$$

With positive stiffness $\gamma+\gamma''$, the pressure still peaks at 90°. For $\gamma\propto1+0.02\cos4\theta$, the pinned slope $dp/dA$ at 60° rises by a factor of 1.13. Facets, where the stiffness is not a smooth positive function, lie outside this argument.

A grain boundary crossing the line cuts a groove. Taking a boundary energy of 0.5 J/m², the balance $2\gamma\sin\psi=\gamma_{\rm gb}$ sets a surface slope $\tan\psi=0.169$. For long grains the added pressure is negligible, so the linear groove profile solves $R^2\xi_{zz}+\xi_{\theta\theta}+\xi=0$ with $\xi=0$ at the edges. Its slowest part decays along the ridge over $R/\sqrt{(\pi/2\alpha)^2-1}=103$ nm. Matching the slope across the whole section gives a crown depth of about 21 nm, roughly a third of the height. The linear profile is only a rough guide at such a depth; the full nonlinear equilibrium shape is somewhat shallower, about 18 nm. The groove is substantial but does not sever the line, provided the edges stay pinned at the lower contact angles beside it. This is a severe demand: in the nonlinear continuum shape the angle falls to about 41° at 10 nm from the boundary and 27° at 1 nm. It keeps falling by roughly 14° for each tenfold approach to the boundary, so the continuum shape sets no lower limit, and only the atomic scale cuts the fall off.

Gravity is negligible: for a density of 10,000 kg/m³, $\rho gw^2/\gamma=6.5\times10^{-10}$. Stress need not be. For uniaxial loading and a modulus of 100 GPa, the elastic energy density is 0.4% of $p$ if plastic flow limits the stress to 100 MPa, but 19% if a 0.7% thermal strain remains unrelieved. Equal biaxial strain of the same size, with a Poisson ratio of 0.3, would raise the second figure to 54%. These ratios measure size, not a shift of the threshold. The least certain input for the times is $D_s$, which depends strongly on temperature and surface cleanliness. Both times vary as $1/D_s$; the critical wavelength and the stability verdict do not depend on it.

## Computed results

```
half-width w = 100 nm, contact angle = 60 deg
surface energy = 1.50 J/m2, T = 1000 K
atomic volume = 0.015 nm3
surface diffusivity = 1.0e-07 cm2/s
surface site density = 16.44 per nm2
cap radius R = 115.47 nm, height = 57.74 nm
section area A = 8189 nm2
uniform-ridge pressure = 12.990 MPa
Mullins coefficient B = 4.019e+06 nm4/s
time unit R^4/B = 44.23 s
crest, area x 1.1:
  pinned: angle 64.29 deg, R 110.98 nm, p 13.516 MPa
  free: half-width 104.88 nm, R 121.11 nm, p 12.386 MPa
neck, area x 0.9:
  pinned: angle 55.39 deg, R 121.50 nm, p 12.345 MPa
  free: half-width 94.87 nm, R 109.54 nm, p 13.693 MPa
crest minus neck: pinned +1.170, free -1.307 MPa
pinned slice at 90 deg: area ratio 1.918, p 15.000 MPa
pinned lowest eigenvalue at k=0: 1.2500
free: critical kR = 1.2971, wavelength = 559.3 nm
free: fastest kR = 0.9167, wavelength = 791.4 nm
free: growth rate = 0.7154 B/R^4, e-fold time = 61.8 s
pinned, same wavelength: rate = -2.1034 B/R^4, decay time = 21.0 s
pinned: linear dp for +10% area at that wavelength = +0.969 MPa
free: linear dp for +10% area at that wavelength = -0.325 MPa
table: angle; dp/dA at k=0 (gamma/R^3) pinned, free;
  critical wavelength/R pinned, free
   30 deg; 9.302, -5.520; none, 2.657
   60 deg; 0.730, -0.814; none, 4.844
   90 deg; 0.000, -0.318; none, 6.283
  120 deg; -0.131, -0.198; 9.499, 6.995
gravity: density 10000 kg/m3, Bond number 6.5e-10
elastic inputs: modulus 100 GPa, stress 100 MPa, strain 0.7 %
elastic energy density / p: relieved 0.0038, unrelieved 0.189
anisotropy 2 %: pinned dp/dA changes by factor 1.131
grain-boundary energy = 0.50 J/m2, groove slope = 0.1690
pinned healing length = 103.3 nm
groove depth at crown = 20.8 nm, ratio to height = 0.360
```
